# Neighbouring nodes of an infinite square resistor grid: resistance R/2

## Definitions and conventions

The nodes of the grid are the points \((x,y)\) with integer coordinates. Each node is joined to its four nearest neighbours by equal linear resistors \(R\), called bonds, and \(p\sim q\) means that \(p\) and \(q\) share a bond. The current from \(p\) to \(q\) is \((v_p-v_q)/R\), where \(v\) is the potential. A current \(I>0\) enters at \(A=(0,0)\) and leaves at \(B=(1,0)\), so charge conservation reads

\[
\sum_{q\sim p}(v_p-v_q)=R\,s_p,\qquad s_A=I,\quad s_B=-I,\quad s_p=0\ \text{otherwise}. \tag{1}
\]

The dissipated power is \(P(v)=\frac1R\sum_{\text{bonds}}(v_p-v_q)^2\). A function is called harmonic at a node if its value there is the mean of its four neighbouring values, which is (1) with \(s_p=0\).

The box of half-width \(N\ge2\) contains the nodes with \(|x|,|y|\le N\). Its rim consists of the nodes with \(|x|=N\) or \(|y|=N\), and the others are interior. The rim is *shorted* if its nodes are joined into one, and *open* if the bonds leading out of the box are merely cut. The resistances between \(A\) and \(B\) in the two cases are \(R_N\) and \(R_N^{\rm open}\).

**Theorem.** Equation (1) on the infinite grid has a solution of finite power, unique up to an additive constant, and for it

\[
\frac{v_A-v_B}{I}=\frac R2 .
\]

Moreover \(R_N\) rises to \(R/2\) and \(R_N^{\rm open}\) falls to \(R/2\) as \(N\to\infty\).

The idea is short. A lone source at \(A\) sends \(I/4\) into each of its four bonds, and a lone sink at \(B\) draws \(I/4\) from each of its own. Superposed, the two put \(I/4+I/4=I/2\) into bond \(AB\), whose voltage is then \(IR/2\). Two points need proof: what a lone source means when its current must escape to infinity, and why the solution should share the symmetry of the grid. Finite boxes settle both.

**The finite-power condition is needed.** The potential \(cIRx\) is harmonic everywhere, for any number \(c\). Added to the finite-power solution of (1), it gives another solution, with \((v_A-v_B)/I=R/2-cR\), which can take any value. Physically, it is a uniform current driven across the whole grid from far away, and its power is infinite.

## Lemma 1: potentials in a finite box

*With the rim grounded, any set of currents injected at interior nodes gives one and only one potential. If \(G(p,q)\) is the potential at \(p\) per unit current injected at \(q\), then \(G(p,q)=G(q,p)\).*

**Proof.** Suppose \(v\) has no sources and vanishes on the rim. If its maximum over the box occurs at an interior node, the mean property forces all four neighbours to have that same value. Stepping to the right repeatedly, we reach the rim, so the maximum is zero. The same holds for \(-v\), hence \(v=0\). Equation (1) for the interior nodes is a linear system with as many equations as unknowns. Its homogeneous form has only the zero solution, so its matrix \(M\) is invertible. \(M\) has \(4/R\) on the diagonal and \(-1/R\) for each pair of neighbours. It is symmetric, and so is \(G=M^{-1}\). ∎

When \(I\) enters at \(A\) and leaves at \(B\), the net current to ground is zero. Grounding the shorted rim therefore leaves the voltage between \(A\) and \(B\) unchanged.

## Lemma 2: least power

*In a finite connected network with given injected currents, the true current dissipates no more than any other current that obeys charge conservation. Hence shorting nodes cannot raise a resistance, and cutting bonds cannot lower one.*

**Proof.** Let \(i\) be the true current, with potential \(v\), let \(j\) be another conserved current with the same sources, and put \(k=j-i\). Then \(k\) has no sources, and

\[
R\sum j^2=R\sum i^2+2R\sum i\,k+R\sum k^2 ,
\]

with sums over bonds. Since \(Ri_{pq}=v_p-v_q\), collecting the terms that contain each \(v_p\) gives

\[
R\sum i\,k=\sum_{\text{bonds}}(v_p-v_q)k_{pq}=\sum_p v_p\sum_{q\sim p}k_{pq}=0 .
\]

So \(R\sum j^2\ge R\sum i^2\). The same regrouping with \(i\) in place of \(k\) shows that the true power between two terminals is \(I(v_A-v_B)=I^2R_{\rm eff}\). After shorting, the old current is still conserved and costs no more than before, so the new minimum is not higher. After cutting, the new current is also allowed in the uncut network, so the old minimum is not higher than the new one. ∎

**Consequences.** Joining to the rim all nodes of the larger box that are not interior to the smaller one turns shorted box \(N+1\) into shorted box \(N\). Hence \(R_N\le R_{N+1}\). Sending all the current through bond \(AB\) costs \(I^2R\), so \(R_N\le R\). A bounded rising sequence converges, so \(R_N\) has a limit. Cutting bonds shows in the same way that \(R_{N+1}^{\rm open}\le R_N^{\rm open}\le R\).

## Lemma 3: slow growth of the resistance to the rim

*Let \(r_N=G(A,A)\) be the resistance from the centre to the grounded rim. Then*

\[
\frac R4\sum_{n=0}^{N-1}\frac1{2n+1}\;\le\; r_N\;\le\; R\sum_{m=1}^{2N-1}\frac1m . \tag{2}
\]

**Proof of the upper bound.** Send unit current from \(A\) through the quadrant \(x,y\ge0\). A node with \(x+y=n\) passes on the fraction \((x+1)/(n+2)\) of its current to the right and \((y+1)/(n+2)\) upward. These fractions add to 1. Each node at level \(n\) then carries \(1/(n+1)\). This is true at \(n=0\). If it holds at level \(n-1\), the current arriving at \((x,y)\) from the left and from below is

\[
\frac1n\,\frac{x}{n+1}+\frac1n\,\frac{y}{n+1}=\frac{x+y}{n(n+1)}=\frac1{n+1}.
\]

The current stops where it meets the rim. If a node sends out \(a\) and \(b\), then \(a^2+b^2\le(a+b)^2=1/(n+1)^2\). Level \(n\) has at most \(n+1\) interior nodes, so it costs at most \(R/(n+1)\). The last interior level is \(n=2N-2\). Summing over levels and using Lemma 2 gives the bound.

**Proof of the lower bound.** Short each square ring \(\max(|x|,|y|)=n\) into one node. Rings \(n\) and \(n+1\) are joined by \(4(2n+1)\) bonds in parallel, and the rings form a series chain. Shorting cannot raise the resistance. ∎

Both bounds grow logarithmically. The lower one shows that \(r_N\to\infty\), so a lone source has no finite potential relative to infinity. The upper one is what the main proof uses.

## Proof of the theorem: the limit of shorted boxes

**Symmetry.** Inject unit current at \(A\) with the rim grounded. A quarter turn about \(A\) maps the box and the source onto themselves. By uniqueness it leaves the potential unchanged, so the four neighbours of \(A\) have equal potentials. Conservation at \(A\) reads \(4[G(A,A)-G(B,A)]=R\), or

\[
G(A,A)-G(B,A)=\frac R4 . \tag{3}
\]

**Superposition.** With \(+1\) at \(A\) and \(-1\) at \(B\), the potentials are \(v_A=G(A,A)-G(A,B)\) and \(v_B=G(B,A)-G(B,B)\). By reciprocity and (3),

\[
R_N=G(A,A)+G(B,B)-2G(A,B)
=2\,[G(A,A)-G(A,B)]+[G(B,B)-G(A,A)]
=\frac R2+d_N , \tag{4}
\]

where \(d_N=G(B,B)-G(A,A)\). The source contributes its share \(R/4\) without error. The whole deviation arises because \(B\) is not at the centre of the box.

**The deviation vanishes.** Since \(R_N\) converges, \(d_N\) has a limit \(d\). A box of half-width \(N-1\) centred on \(B\) has all its interior nodes inside the given box. The given box's interior nodes lie in turn inside the box of half-width \(N+1\) centred on \(B\). By Lemma 2,

\[
r_{N-1}\le G(B,B)\le r_{N+1}.
\]

Subtracting \(r_N=G(A,A)\) gives \(r_{N-1}-r_N\le d_N\le r_{N+1}-r_N\). If \(d>0\), then \(r_{N+1}-r_N\ge d/2\) for all large \(N\). If \(d<0\), then \(r_N-r_{N-1}\ge|d|/2\) for all large \(N\). Either way \(r_N\) would grow at least in proportion to \(N\), contrary to (2). So \(d=0\), and \(R_N\) rises to \(R/2\).

## Proof of the theorem: the infinite grid

**Existence.** Take the potential of box \(N\), shorted or open, with \(v_B=0\). At every node except \(A\) and \(B\), including the joined rim, it is a mean over the attached bonds. An extreme value at such a node spreads to its neighbours until it reaches a terminal. All potentials therefore lie between \(v_B=0\) and \(v_A\le IR\). The grid has countably many nodes, so repeated selection yields a subsequence of boxes along which the potential converges at every node.

Equation (1) at a given node involves five potentials and survives the limit. Over any finite set of bonds the power is at most \(I^2R\), and this also survives. Enlarging the set shows that the limit has finite power.

**Uniqueness.** Let \(h\) be the difference of two finite-power solutions. It is harmonic everywhere, and its power is finite because \((a-b)^2\le2a^2+2b^2\). Consider \(g(x,y)=h(x+1,y)-h(x,y)\), which is also harmonic and has a finite sum of squares. If \(g\) is not zero, let it be positive somewhere (otherwise take \(-g\)). Only finitely many nodes can have \(g\) above half that value, so \(g\) attains its maximum. The mean property spreads this maximum to all neighbours and hence to the whole grid. But a non-zero constant has an infinite sum of squares. So \(g=0\). The same holds for differences along \(y\), and \(h\) is constant.

**Value.** For shorted boxes the limiting solution has voltage \(I\lim R_N=IR/2\). For open boxes any convergent subsequence leads to the same unique solution, so \(R_N^{\rm open}\to R/2\) as well. ∎

## A second proof by Fourier integral

Write \(D=4-2\cos k-2\cos l\). Equation (1) multiplies the wave \(e^{i(kx+ly)}\) by \(D\), so it is solved by

\[
v(x,y)=IR\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}\frac{dk\,dl}{4\pi^2}\,
\frac{(1-e^{-ik})\,e^{i(kx+ly)}}{D}.
\]

Near the origin the integrand grows as the inverse distance, which is integrable in two dimensions. By Parseval's theorem the power is \(I^2R\) times the mean of \(|1-e^{-ik}|^2/D\). This ratio is at most 1, so the power is finite. Since \((1-e^{-ik})(1-e^{ik})=2-2\cos k\),

\[
\frac{v_A-v_B}{IR}=\iint\frac{dk\,dl}{4\pi^2}\,\frac{1-\cos k}{2-\cos k-\cos l}. \tag{5}
\]

Exchanging \(k\) and \(l\) leaves the integral unchanged, while the two integrands add to 1. Each integral is therefore \(1/2\).

The value can also be computed without this exchange. The \(l\) integral follows from \(\frac1{2\pi}\int_{-\pi}^{\pi}dl/(a-\cos l)=1/\sqrt{a^2-1}\) with \(a=2-\cos k\), where \(a^2-1=(1-\cos k)(3-\cos k)\). What remains is \(\frac1\pi\int_0^\pi\sqrt{(1-\cos k)/(3-\cos k)}\,dk\), and numerical integration gives 0.500000000.

## Remarks and numerical reading

**Finite size.** Solving the box equations gives \(R_N/R=0.494312\) at \(N=5\) and 0.499979 at \(N=80\). With an open rim the values are 0.504606 and 0.500021, so the two rims enclose \(1/2\). The shorted-rim error shrinks by a factor 4.002 from \(N=40\) to \(N=80\), consistent with an \(N^{-2}\) law, which is not derived here.

**Logarithmic growth.** From \(N=40\) to \(N=80\), \(r_N/R\) rises from 0.8565 to 0.9668, by 0.110. Far from the source the grid acts as a sheet of resistance \(R\) per square. Current spreading evenly between radii \(\rho\) and \(2\rho\) then meets the resistance \(R\ln2/(2\pi)\approx0.110R\), in agreement.

**Background current.** Hold the rim of box \(N\) at the potential \(cIRx\) with \(c=0.25\). The terminal voltage at \(N=40\) becomes \(0.2499\,IR\), which is \(0.4999\,IR-0.25\,IR\). The total power is \(103.0\,I^2R\) at \(N=20\) and \(405.5\,I^2R\) at \(N=40\). The background alone gives \(c^2\,2N(2N+1)\,I^2R\), or 102.5 and 405.0 in the same unit. It grows with the area, which is why finite power excludes it.

**One bond removed.** If the rest of the grid has resistance \(R'\) between \(A\) and \(B\), it lies in parallel with bond \(AB\), so \(2/R=1/R+1/R'\) and \(R'=R\). The shorted box with \(N=80\) gives \(0.9999R\).

**Other pairs.** For the diagonal pair \((0,0)\), \((1,1)\), symmetry fixes the first step away from the source but not the second. The resistance is not settled by this argument. The boxes with \(N=80\) give about \(0.637R\).

**Unequal directions.** If bonds along \(x\) and \(y\) have resistances \(R_x\) and \(R_y\), the quarter-turn symmetry is lost. The steps leading to (5) now use \(D'=2(1-\cos k)/R_x+2(1-\cos l)/R_y\). The ratio of pair resistance to bond resistance is the mean of \(2(1-\cos k)/(R_xD')\) for an \(x\) pair and of \(2(1-\cos l)/(R_yD')\) for a \(y\) pair. The two ratios add to 1, but they need not be equal.

## Example: an on-chip power mesh

Take a copper mesh with pitch 20 µm, line width 2 µm, thickness 1 µm and effective resistivity 2.0 µΩ cm. These are rough values for upper wiring levels. The sheet resistance is 20 mΩ per square and a bond is 10 squares long, so

\[
R=10\times20\ \text{mΩ}=200\ \text{mΩ},\qquad R/2=100\ \text{mΩ}.
\]

A test current of 10 mA gives \(10\ \text{mA}\times100\ \text{mΩ}=1.0\ \text{mV}\). Of the current entering at \(A\), 5.000 mA goes straight to \(B\), 1.817 mA leaves through each side bond and 1.366 mA leaves in the direction away from \(B\). The direct bond thus carries half of the total current, but the other three bonds do not share the rest equally. The direct bond has a cross-section of 2 µm² and carries 0.25 MA/cm².

Real meshes break several assumptions. Each change below is made alone, with the other inputs fixed.

- **Vias.** Lines along \(x\) and \(y\) usually lie in different layers. With 50 mΩ per crossing and both terminals on the \(x\) layer, the 100 mΩ becomes 114 mΩ for a pair along \(x\). For a pair along \(y\), whose direct bond is reached only through two vias, it becomes about 139 mΩ.
- **Unequal layers.** If the \(y\) layer is half as thick, its bonds have 400 mΩ. An \(x\) pair then has 121.6 mΩ and a \(y\) pair 156.7 mΩ. The ratios \(121.6/200\) and \(156.7/400\) add to 1.00, as derived above.
- **Position.** With an open rim, a pair along the middle of an edge has 127 mΩ and a pair at a corner 140 mΩ.
- **Temperature.** With the bulk-copper coefficient of 0.39 %/K, a rise of 80 K gives 131 mΩ. Lines whose resistivity is raised by extra scattering have a smaller coefficient. If the excess of 2.0 over the bulk value of about 1.7 µΩ cm does not depend on temperature, the coefficient here is near 0.33 %/K and the result near 126 mΩ.
- **Self-heating.** Bond \(AB\) dissipates 5 µW. If all this heat flowed straight down through 5 µm of dielectric with 1 W/(m K), the bond would warm by about 0.6 K and its own resistance would rise by about 0.2 %. This is an overestimate, because heat also spreads along the copper lines and sideways in the dielectric.
- **Crossings.** The line width is 10 % of the pitch, which sets the rough scale of the error made by treating crossings as points. In a single-layer mesh the finite crossings lower the resistance, by roughly 5 to 8 % depending on how the terminals are contacted.
- **Frequency.** The partial self-inductance of a bond is about 12.5 pH, and its reactance equals \(R\) near 2.5 GHz. The return path changes this estimate, but the resistive result belongs to frequencies well below that range.

For these inputs, \(R/2\) describes a pair deep inside a uniform mesh at low frequency, provided the via resistance is small compared with \(R\). Layer asymmetry, position and temperature can each move it by tens of percent. The full set of values is in the numerical output below.

## Computed values

```
GRID TESTS (resistances in units of R)
N= 5: R_AB shorted rim 0.494312, open rim 0.504606
      r_N 0.5249, trial power 1.3595, bound 2.8290; source at B: max |share-1/4| 6.3e-03
N=10: R_AB shorted rim 0.498619, open rim 0.501247
      r_N 0.6357, trial power 1.7925, bound 3.5477; source at B: max |share-1/4| 1.4e-03
N=20: R_AB shorted rim 0.499657, open rim 0.500326
      r_N 0.7461, trial power 2.2400, bound 4.2535; source at B: max |share-1/4| 3.4e-04
N=40: R_AB shorted rim 0.499914, open rim 0.500083
      r_N 0.8565, trial power 2.6948, bound 4.9530; source at B: max |share-1/4| 8.6e-05
N=80: R_AB shorted rim 0.499979, open rim 0.500021
      r_N 0.9668, trial power 3.1533, bound 5.6493; source at B: max |share-1/4| 2.1e-05
shorted-rim error, N=40 over N=80: 4.002
infinite grid, Fourier integral: 0.500000000
background c=0.25 (units IR per bond): V_AB/(IR) 0.2499 at N=40
  total power/(I^2 R): N=20 103.0, N=40 405.5
bond AB removed, N=80: 0.9999
diagonal pair, N=80: between 0.6366 and 0.6367
EXAMPLE: copper power mesh (inputs are rough typical values)
pitch 20 um, width 2 um, thickness 1 um
resistivity 2.0 uOhm cm, current 10 mA
sheet resistance 20 mOhm/square, squares per bond 10
bond resistance R 200.0 mOhm
neighbour resistance R/2 100.0 mOhm
voltage between the nodes 1.000 mV
currents leaving A: to B 5.000 mA, opposite 1.366 mA, each side 1.817 mA
current density in bond AB 0.250 MA/cm2
NEGLECTED EFFECTS
via array 50 mOhm per crossing, both terminals on x layer: 114.0 mOhm (+14.0 %)
y layer half as thick: x pair 121.6 mOhm, y pair 156.7 mOhm
pair along mid-edge 127.3 mOhm, at corner 139.5 mOhm (open rim, N=80)
crossing width over pitch 10 %
temperature coefficient 0.39 %/K, rise 80 K: R/2 becomes 131.2 mOhm (+31 %)
bond AB heat 5.00 uW; through 5 um dielectric of 1 W/(m K): rise 0.63 K
bond partial self-inductance 12.5 pH; equals R at 2.55 GHz
```
